# Tunnelling through a film with Gaussian thickness variations: a numerical check

```python
# Result under test: if the local transmission is exp(-2 q d) and the thickness
# d is Gaussian (mean d0, standard deviation s), the mean transmission exceeds
# that of a flat film of thickness d0 by the factor exp(2 q^2 s^2), provided
# d0 - 2 q s^2 is several times s, so that d <= 0 has no weight in the mean.
# q: amplitude decay constant in the barrier; k: wave number outside it.
# Lengths are in nm, wave numbers in 1/nm.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.stats import norm

barrier_eV = 2.0       # barrier height above the electron energy
energy_eV = 1.0        # kinetic energy outside the barrier
mass_ratio = 0.4       # mass in electron masses, same everywhere
d0 = 2.0
s = 0.2
s_wide = 0.45


def wave_number(energy):
    mass = mass_ratio * const.m_e
    return np.sqrt(2 * mass * energy * const.e) / const.hbar * 1e-9


q = wave_number(barrier_eV)
k = wave_number(energy_eV)
flat = np.exp(-2 * q * d0)


def integrate(function, low, high):
    return quad(function, low, high, epsabs=0, epsrel=1e-10, limit=300)[0]


def density(d, width):
    z = (d - d0) / width
    return np.exp(-z * z / 2) / (width * np.sqrt(2 * np.pi))


def weighted(d, width):
    return density(d, width) * np.exp(-2 * q * d)


def enhancement(width):
    return np.exp(2 * q**2 * width**2)


# Full Gaussian average from its definition
low, high = d0 - 12 * s, d0 + 12 * s
mean_T = integrate(lambda d: weighted(d, s), low, high)
ratio = mean_T / flat
assert abs(ratio / enhancement(s) - 1) < 1e-8

# Thickness distribution weighted by transmission
centre = integrate(lambda d: d * weighted(d, s), low, high) / mean_T
spread2 = integrate(lambda d: (d - centre)**2 * weighted(d, s),
                    low, high) / mean_T
assert abs(centre - (d0 - 2 * q * s**2)) < 1e-8
assert abs(np.sqrt(spread2) - s) < 1e-8
equivalent = -np.log(mean_T) / (2 * q)
assert abs(equivalent - (d0 - q * s**2)) < 1e-8

# Thin part of the film that carries half the transmission
half_area = norm.cdf(-2 * q * s)
half_thickness = d0 + s * norm.ppf(half_area)
half_share = integrate(lambda d: weighted(d, s), low, half_thickness) / mean_T
assert abs(half_share - 0.5) < 1e-8

# Second moment, and the number of patches for a 10 percent standard error
second = integrate(lambda d: density(d, s) * np.exp(-4 * q * d), low, high)
relative_variance = second / mean_T**2 - 1
assert abs(relative_variance / np.expm1(4 * q**2 * s**2) - 1) < 1e-7
patches = int(np.ceil(relative_variance / 0.1**2))

# Random sampling; tolerance is five standard errors
samples = 4_000_000
rng = np.random.default_rng(12345)
thickness = rng.normal(d0, s, samples)
sampled_ratio = np.mean(np.exp(-2 * q * (thickness - d0)))
sampling_error = np.sqrt(relative_variance / samples)
assert abs(sampled_ratio / enhancement(s) - 1) < 5 * sampling_error


# Rectangular barrier: solve the matching equations for each thickness
def barrier_transmission(d):
    d = np.atleast_1d(d)
    decay = np.exp(-q * d)
    matrix = np.zeros((d.size, 4, 4), dtype=complex)
    source = np.zeros((d.size, 4, 1), dtype=complex)
    # unknowns: reflected wave, decaying wave, growing wave, transmitted wave
    matrix[:, 0, 0] = 1
    matrix[:, 0, 1] = -1
    matrix[:, 0, 2] = -decay
    matrix[:, 1, 0] = -1j * k
    matrix[:, 1, 1] = q
    matrix[:, 1, 2] = -q * decay
    matrix[:, 2, 1] = decay
    matrix[:, 2, 2] = 1
    matrix[:, 2, 3] = -1
    matrix[:, 3, 1] = -q * decay
    matrix[:, 3, 2] = q
    matrix[:, 3, 3] = -1j * k
    source[:, 0, 0] = -1
    source[:, 1, 0] = -1j * k
    return np.abs(np.linalg.solve(matrix, source)[:, 3, 0])**2


g = (k**2 + q**2) / (2 * k * q)
prefactor = 4 / g**2
trial = np.array([0.1, 0.5, 1.0, d0])
closed_form = 1 / (1 + g**2 * np.sinh(q * trial)**2)
assert np.allclose(barrier_transmission(trial), closed_form, rtol=1e-7, atol=0)
barrier_flat = barrier_transmission(d0)[0]
assert abs(barrier_flat / (prefactor * flat) - 1) < 1e-6
grid = np.linspace(d0 - 8 * s, d0 + 8 * s, 3001)
barrier_mean = trapezoid(density(grid, s) * barrier_transmission(grid), grid)
barrier_ratio = barrier_mean / barrier_flat
# corrections to the pure exponential are a few parts in a million here
assert abs(barrier_ratio / enhancement(s) - 1) < 1e-5


# Nonpositive thickness: excluded, or open area with transmission one
def physical_ratios(width):
    top = d0 + 12 * width
    bottom = min(d0 - 12 * width, -width)
    film = integrate(lambda d: weighted(d, width), 0, top)
    film_area = integrate(lambda d: density(d, width), 0, top)
    open_area = integrate(lambda d: density(d, width), bottom, 0)
    return film / film_area / flat, (film + open_area) / flat, open_area


def error_bound(width):
    u = d0 / width
    gap = u - 2 * q * width
    return max(norm.cdf(-gap), norm.pdf(gap) / u)


excluded, with_open, open_area = physical_ratios(s_wide)
u_wide = d0 / s_wide
gap_wide = u_wide - 2 * q * s_wide
excluded_formula = (enhancement(s_wide) * norm.cdf(gap_wide)
                    / norm.cdf(u_wide))
open_formula = (enhancement(s_wide) * norm.cdf(gap_wide)
                + norm.cdf(-u_wide) / flat)
assert abs(excluded / excluded_formula - 1) < 1e-7
assert abs(with_open / open_formula - 1) < 1e-7
assert open_area < 1e-5
assert abs(with_open / enhancement(s_wide) - 1) > 0.1
assert abs(excluded / enhancement(s_wide) - 1) > 0.1

s_limit = (-3 + np.sqrt(9 + 8 * q * d0)) / (4 * q)
assert abs((d0 - 2 * q * s_limit**2) / s_limit - 3) < 1e-10
for width in (0.30, s_limit, 0.40, s_wide, 0.50):
    error = abs(physical_ratios(width)[1] / enhancement(width) - 1)
    assert error <= error_bound(width) + 1e-8
limit_error = physical_ratios(s_limit)[1] / enhancement(s_limit) - 1


# Uniform distribution with the same mean and variance
def uniform_ratio(width):
    half = np.sqrt(3) * width
    return integrate(lambda x: np.exp(-2 * q * x), -half, half) / (2 * half)


x = 2 * np.sqrt(3) * q * s
uniform = uniform_ratio(s)
assert abs(uniform / (np.sinh(x) / x) - 1) < 1e-8
assert abs(uniform / enhancement(s) - 1) > 0.1
s_small = 0.005
small_term = 2 * q**2 * s_small**2
# the next term in the expansion is below one part in a thousand
assert abs((uniform_ratio(s_small) - 1) / small_term - 1) < 1e-3
assert abs((enhancement(s_small) - 1) / small_term - 1) < 1e-3

print(f"barrier height above electron energy: {barrier_eV:.1f} eV")
print(f"electron energy outside barrier: {energy_eV:.1f} eV")
print(f"mass: {mass_ratio:.1f} electron masses")
print(f"mean thickness d0: {d0:.2f} nm")
print(f"roughness s: {s:.2f} nm")
print(f"decay constant q: {q:.4f} 1/nm")
print(f"outside wave number k: {k:.4f} 1/nm")
print(f"product q s: {q*s:.4f} (dimensionless)")
print(f"exponent 2 q^2 s^2: {2*q**2*s**2:.4f} (dimensionless)")
print(f"flat-film exponential exp(-2 q d0): {flat:.4e} (dimensionless)")
print(f"mean exponential by quadrature: {mean_T:.4e} (dimensionless)")
print(f"enhancement by quadrature: {ratio:.4f} (ratio)")
print(f"enhancement by formula: {enhancement(s):.4f} (ratio)")
print(f"enhancement by random sampling: {sampled_ratio:.4f} (ratio)")
print(f"number of random samples: {samples} (count)")
print(f"expected relative sampling error: {sampling_error:.5f} (fraction)")
print(f"barrier prefactor P: {prefactor:.4f} (dimensionless)")
print(f"flat rectangular-barrier transmission: {barrier_flat:.4e} (fraction)")
print(f"mean rectangular-barrier transmission: {barrier_mean:.4e} (fraction)")
print(f"rectangular-barrier enhancement: {barrier_ratio:.4f} (ratio)")
print(f"equivalent flat thickness: {equivalent:.4f} nm")
print(f"centre of transmission-weighted thickness: {centre:.4f} nm")
print(f"width of transmission-weighted thickness: {np.sqrt(spread2):.4f} nm")
print(f"area carrying half the transmission: {100*half_area:.3f} percent")
print(f"relative variance of transmission: {relative_variance:.3f} (ratio)")
print(f"patches for 10 percent standard error: {patches} (count)")
print(f"uniform-distribution enhancement: {uniform:.4f} (ratio)")
print(f"main case, area with d <= 0: {norm.cdf(-d0/s):.2e} (fraction)")
print(f"main case, u - w: {d0/s-2*q*s:.3f} (dimensionless)")
print(f"main case, error bound: {error_bound(s):.2e} (fraction)")
print(f"wide case, roughness: {s_wide:.2f} nm")
print(f"wide case, u: {u_wide:.3f} (dimensionless)")
print(f"wide case, u - w: {gap_wide:.3f} (dimensionless)")
print(f"wide case, weighted centre: {d0-2*q*s_wide**2:.4f} nm")
print(f"wide case, area with d <= 0: {open_area:.3e} (fraction)")
print(f"wide case, simple formula: {enhancement(s_wide):.1f} (ratio)")
print(f"wide case, nonpositive d excluded: {excluded:.1f} (ratio)")
print(f"wide case, open areas included: {with_open:.1f} (ratio)")
print(f"wide case, open-area contribution: {open_area/flat:.1f} (ratio)")
print(f"roughness where u - w = 3: {s_limit:.4f} nm")
print(f"relative deviation there, open areas: {limit_error:.3e} (fraction)")
print(f"error bound there: {error_bound(s_limit):.3e} (fraction)")
print("no test failed")
```

It prints:

```
barrier height above electron energy: 2.0 eV
electron energy outside barrier: 1.0 eV
mass: 0.4 electron masses
mean thickness d0: 2.00 nm
roughness s: 0.20 nm
decay constant q: 4.5823 1/nm
outside wave number k: 3.2402 1/nm
product q s: 0.9165 (dimensionless)
exponent 2 q^2 s^2: 1.6798 (dimensionless)
flat-film exponential exp(-2 q d0): 1.0958e-08 (dimensionless)
mean exponential by quadrature: 5.8784e-08 (dimensionless)
enhancement by quadrature: 5.3645 (ratio)
enhancement by formula: 5.3645 (ratio)
enhancement by random sampling: 5.3722 (ratio)
number of random samples: 4000000 (count)
expected relative sampling error: 0.00264 (fraction)
barrier prefactor P: 3.5556 (dimensionless)
flat rectangular-barrier transmission: 3.8962e-08 (fraction)
mean rectangular-barrier transmission: 2.0901e-07 (fraction)
rectangular-barrier enhancement: 5.3645 (ratio)
equivalent flat thickness: 1.8167 nm
centre of transmission-weighted thickness: 1.6334 nm
width of transmission-weighted thickness: 0.2000 nm
area carrying half the transmission: 3.341 percent
relative variance of transmission: 27.778 (ratio)
patches for 10 percent standard error: 2778 (count)
uniform-distribution enhancement: 3.7607 (ratio)
main case, area with d <= 0: 7.62e-24 (fraction)
main case, u - w: 8.167 (dimensionless)
main case, error bound: 1.58e-16 (fraction)
wide case, roughness: 0.45 nm
wide case, u: 4.444 (dimensionless)
wide case, u - w: 0.320 (dimensionless)
wide case, weighted centre: 0.1442 nm
wide case, area with d <= 0: 4.406e-06 (fraction)
wide case, simple formula: 4934.4 (ratio)
wide case, nonpositive d excluded: 3087.2 (ratio)
wide case, open areas included: 3489.3 (ratio)
wide case, open-area contribution: 402.1 (ratio)
roughness where u - w = 3: 0.3313 nm
relative deviation there, open areas: -6.344e-04 (fraction)
error bound there: 1.350e-03 (fraction)
no test failed
```
